\section*{Elliott absorption and the finite step at a direct gap}

\section{Elliott absorption at a direct allowed edge}

\subsection{A gap fit that misses by 0.2 eV}

If an absorbed photon created an electron and a hole that ignored each other, the absorption coefficient $\alpha$ near a direct allowed gap $E_g$ would obey $\alpha\hbar\omega\propto\sqrt{\hbar\omega-E_g}$. A plot of $(\alpha\hbar\omega)^2$ against photon energy would be a straight line meeting zero at the gap. Apply that construction to a model spectrum that includes the electron--hole attraction, with parameters close to those of CdTe and a gap of 1.60 eV. A line fitted from 20 to 80 meV above the gap meets zero at 1.40 eV. The fit is wrong by 0.20 eV although the spectrum has no noise, because the attraction has replaced the square root by a nearly flat step. The shape and height of that step are derived here.

SI units are used for the optics. The relative motion is treated in units of the exciton radius and binding energy, which suit it better than Hartree units.

\subsection{From absorbed power to the pair wave function}

Let the field in the film be $\mathbf e E_0\cos\omega t$, with $\mathbf e$ a unit vector. The vector potential is $-\mathbf e(E_0/\omega)\sin\omega t$, and its coupling to electrons of charge $-e$ is $(e/m_0)\mathbf A\cdot\mathbf P$, where $\mathbf P$ is the total momentum operator. The part that absorbs a photon has amplitude $eE_0/(2m_0\omega)$ in magnitude. The golden rule gives the absorbed power per volume $V$, which must equal the macroscopic loss:
\begin{equation}
\frac{\hbar\omega}{V}\frac{2\pi}{\hbar}\frac{e^2E_0^2}{4m_0^2\omega^2}
\sum_\nu|\langle\nu|\mathbf e\cdot\mathbf P|0\rangle|^2\delta(\hbar\omega-E_\nu)
=\tfrac12\omega\varepsilon_0\varepsilon_2E_0^2 .
\label{power}
\end{equation}
Here $|0\rangle$ has a full valence band and an empty conduction band, and $E_\nu$ is an excitation energy. Solving for the imaginary relative permittivity,
\begin{equation}
\varepsilon_2=\frac{\pi e^2}{\varepsilon_0m_0^2\omega^2}\frac1V
\sum_\nu|\langle\nu|\mathbf e\cdot\mathbf P|0\rangle|^2\delta(\hbar\omega-E_\nu).
\label{eps}
\end{equation}
Dividing the loss by the intensity $\tfrac12 nc\varepsilon_0E_0^2$ gives $\alpha=\omega\varepsilon_2/(nc)$, with $n$ the refractive index.

Neglect the photon momentum. A pair state is then
\begin{equation}
|\nu\rangle=\sum_{\mathbf k}\phi_{\mathbf k}c^\dagger_{\mathbf k}v_{\mathbf k}|0\rangle,
\qquad \phi(\mathbf r)=\frac1{\sqrt V}\sum_{\mathbf k}\phi_{\mathbf k}e^{i\mathbf k\cdot\mathbf r},
\end{equation}
where $v_{\mathbf k}$ removes a valence electron and $\phi$ is normalized to one. Take the interband element $p=\mathbf e\cdot\mathbf p_{cv}$ as constant over the small range of $\mathbf k$ in the exciton. Then
\begin{equation}
|\langle\nu|\mathbf e\cdot\mathbf P|0\rangle|^2
=|p|^2\Big|\sum_{\mathbf k}\phi_{\mathbf k}\Big|^2=V|p|^2|\phi(0)|^2 .
\label{contact}
\end{equation}
Light creates the pair at zero separation, so each state absorbs in proportion to its probability density there. If several band pairs share the same masses, and electron--hole exchange is neglected, their strengths add to $W=\sum|p|^2$. Equations \eqref{eps} and \eqref{contact} give
\begin{equation}
\varepsilon_2=\frac{\pi e^2W}{\varepsilon_0m_0^2\omega^2}\,\rho(\hbar\omega),
\qquad \rho(E)=\sum_\nu|\phi_\nu(0)|^2\delta(E-E_\nu).
\label{rho}
\end{equation}

For isotropic parabolic bands of reduced mass $\mu$ and static relative permittivity $\varepsilon$, the pair obeys
\begin{equation}
\left[-\frac{\hbar^2}{2\mu}\nabla^2-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}\right]\phi
=(E-E_g)\phi .
\label{wannier}
\end{equation}
This requires an exciton much larger than the unit cell. Define
\begin{equation}
a=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{\mu e^2},\qquad
R=\frac{\hbar^2}{2\mu a^2},\qquad \Delta=\frac{E-E_g}{R}.
\label{units}
\end{equation}
Then $e^2/(4\pi\varepsilon_0\varepsilon)=\hbar^2/(\mu a)=2Ra$. Measuring $r$ in $a$ turns \eqref{wannier} into $(-\nabla^2-2/r)\phi=\Delta\phi$, and $\rho=g(\Delta)/(a^3R)$ with $g$ dimensionless.

States with angular momentum $l>0$ vanish at the origin. For $l=0$ write $\phi=u/(\sqrt{4\pi}\,r)$, so that
\begin{equation}
u''+\left(\Delta+\frac2r\right)u=0,\qquad u(0)=0,\qquad
|\phi(0)|^2=\frac{u'(0)^2}{4\pi}.
\label{radial}
\end{equation}

\subsection{Bound lines}

The weights follow from the energies, provided these are known as a function of $l$. For real $l\ge0$, add $-l(l+1)/r^2$ to the bracket in \eqref{radial}, put $\Delta=-\kappa^2$ and $u=r^{l+1}e^{-\kappa r}f$. The terms in $r^{-2}$ and $\kappa^2$ cancel, leaving
\begin{equation}
rf''+2(l+1-\kappa r)f'+2[1-\kappa(l+1)]f=0 .
\end{equation}
With $f=\sum_jc_jr^j$, the coefficient of $r^j$ gives
\begin{equation}
(j+1)(j+2l+2)c_{j+1}=2[\kappa(j+l+1)-1]c_j .
\end{equation}
An endless series grows as $e^{2\kappa r}$ and cannot be normalized. It stops at $j=n_r$ if $\kappa=1/(n_r+l+1)$, hence
\begin{equation}
\Delta=-\frac1{(n_r+l+1)^2}.
\label{levels}
\end{equation}

Now return to $l=0$, with $n=n_r+1$ and $U=-2/r$. Multiply $u''=(U-\Delta)u$ by $2u'$ and integrate from zero to infinity. The left side gives $-u'(0)^2$. Integrating the right side by parts leaves $-\int U'u^2dr$, since $u^2/r$ vanishes at both ends. Thus
\begin{equation}
u'(0)^2=\left\langle\frac2{r^2}\right\rangle .
\label{slope}
\end{equation}
The derivative of an energy with respect to a parameter is the mean derivative of the Hamiltonian, so $d\Delta/dl=(2l+1)\langle r^{-2}\rangle$. At $l=0$, \eqref{levels} makes this $2/n^3=\langle r^{-2}\rangle$. Therefore
\begin{equation}
u'(0)^2=\frac4{n^3},\qquad |\phi_n(0)|^2=\frac1{\pi n^3}.
\label{bound}
\end{equation}

\subsection{Continuum enhancement}

For $\Delta=k^2>0$, set $u=re^{ikr}f$ and $z=-2ikr$. Substitution in \eqref{radial} gives $rf''+(2+2ikr)f'+(2+2ik)f=0$. Dividing by $-2ik$ and changing variable to $z$,
\begin{equation}
z\frac{d^2f}{dz^2}+(2-z)\frac{df}{dz}-(1-i\eta)f=0,\qquad \eta=\frac1k .
\label{kummer}
\end{equation}
The solution with $f(0)=1$ is
\begin{equation}
f=\frac1{|\Gamma(1+i\eta)|^2}\int_0^1e^{zt}t^{-i\eta}(1-t)^{i\eta}dt .
\label{euler}
\end{equation}
To verify it, expand $e^{zt}$. The beta integral gives the coefficient of $z^j$ as
\begin{equation}
c_j=\frac{\Gamma(1-i\eta+j)}{\Gamma(1-i\eta)\,j!\,(j+1)!},
\end{equation}
which satisfies $(j+1)(j+2)c_{j+1}=(j+1-i\eta)c_j$, the recursion required by \eqref{kummer}.

At large $r$ the factor $e^{-2ikrt}$ oscillates rapidly and the endpoints dominate the integral. Near $t=0$ the contribution is
\begin{equation}
X=\Gamma(1-i\eta)(2ikr)^{-1+i\eta}
=-i\,\Gamma(1-i\eta)e^{-\pi\eta/2}(2kr)^{-1+i\eta}.
\end{equation}
The endpoint $t=1$ gives $e^{-2ikr}X^*$. Their sum, multiplied by $re^{ikr}$, is $2r\,\mathrm{Re}(e^{ikr}X)$. Including the prefactor $1/|\Gamma(1+i\eta)|^2$ of \eqref{euler},
\begin{equation}
u\to A\sin(kr+\eta\ln2kr+\theta),\qquad
A=\frac{e^{-\pi\eta/2}}{k|\Gamma(1+i\eta)|},
\label{far}
\end{equation}
where $\theta=\arg\Gamma(1-i\eta)$. This solution has $u'(0)=1$. The free solution with the same slope is $\sin(kr)/k$. At equal far amplitude, the attraction raises the density at the origin by
\begin{equation}
S=\frac1{k^2A^2}=e^{\pi\eta}|\Gamma(1+i\eta)|^2 .
\end{equation}
Since $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$,
\begin{equation}
S=\frac{2\pi/k}{1-e^{-2\pi/k}} .
\label{sommerfeld}
\end{equation}
Direct integration of \eqref{radial} at $\Delta=0.01$, 0.1, 1 and 9 agrees with \eqref{sommerfeld} to a relative error of $2\times10^{-8}$.

To count the states, enclose the pair in a sphere of large radius $L$. The solution with unit slope has $\int_0^Lu^2dr\to A^2L/2$. Dividing by this norm makes the normalized slope squared $2/(A^2L)=2k^2S/L$, and $|\phi(0)|^2=k^2S/(2\pi L)$. The phase in \eqref{far} must be a multiple of $\pi$ at $L$. The number of states per unit $k$ is therefore $L/\pi$, up to corrections that vanish relative to it as $L\to\infty$. Because $d\Delta=2k\,dk$,
\begin{equation}
g=\frac{k^2S}{2\pi L}\,\frac{L}{2\pi k}=\frac{kS}{4\pi^2}
=\frac1{2\pi(1-e^{-2\pi/\sqrt\Delta})}.
\label{continuum}
\end{equation}
With $\theta(x)$ now the unit step, \eqref{bound} and \eqref{continuum} give Elliott's formula through \eqref{rho}:
\begin{equation}
\begin{split}
\rho(E)={}&\sum_{n=1}^{\infty}\frac{\delta(E-E_g+R/n^2)}{\pi a^3n^3}\\
&+\frac{\theta(E-E_g)}{2\pi a^3R\,[1-e^{-2\pi/\sqrt\Delta}]} .
\end{split}
\label{elliott}
\end{equation}

\subsection{The edge and its limits}

As $\Delta\to0^+$ the exponential vanishes, and
\begin{equation}
\rho(E_g^+)=\frac1{2\pi a^3R}.
\label{step}
\end{equation}
Free pairs have $S=1$ and $g=\sqrt\Delta/(4\pi^2)$, which is zero at the edge. The enhancement diverges as $2\pi/\sqrt\Delta$, just fast enough to cancel that zero. The absorption at the edge is therefore neither zero nor infinite.

Below the edge the ideal spectrum consists of separate lines, so only an average can be compared with \eqref{step}. Neighbouring lines are $2/n^3$ apart at large $n$. Their density $n^3/2$ times the weight $1/(\pi n^3)$ is again $1/(2\pi)$. For $n=20$ to 59 the explicit average is 0.999 of the step. Averaged over many lines, the absorption passes through the gap without a jump, and the gap itself has no marked feature once the high lines merge.

Far above the edge, with $x=2\pi/\sqrt\Delta$ small, $1/(1-e^{-x})=1/x+1/2+x/12+\dots$ gives
\begin{equation}
g=\frac{\sqrt\Delta}{4\pi^2}+\frac1{4\pi}+\frac1{12\sqrt\Delta}+\dots
\label{high}
\end{equation}
The ratio to the free law tends to one, but the difference tends to half the edge step. Within this model the two curves of $\alpha\hbar\omega$, which is proportional to $g$, never merge in absolute terms.

The step depends on the long tail of the attraction. Suppose screening multiplies the potential by a smooth factor $e^{-ra/\lambda}$, with screening length $\lambda$. At zero energy the solution with $u'(0)=1$ is a straight line outside the well, with some slope $\beta$. For small $k$ it joins a sine of amplitude $\beta/k$. Then $S\to1/\beta^2$ is constant and $g\propto\sqrt\Delta$ again, unless $\beta=0$, when the well is on the verge of binding another state. The restored square root is confined to $k\lambda/a\lesssim1$, an energy window of order $R(a/\lambda)^2$. This estimate needs the smooth tail; a sharp cut-off would reflect the wave and alter the absorption over a wider range. For the potential $-2e^{-ra/\lambda}/r$ with $\lambda=5a$, the density at $\Delta=10^{-6}$ is 0.012 of the Coulomb step, and it doubles when $\Delta$ is quadrupled. With $\lambda=50a$ and $\Delta=0.05$, well above the window, it equals the Coulomb value to four digits.

\subsection{A 500 nm CdTe film}

Take rough typical values for CdTe at 10 K: $E_g=1.60$ eV, electron mass $0.095m_0$, $\varepsilon=10$ and $n=3.0$. The four upper valence states are given one hole mass $m_0/\gamma_1$, with the Luttinger parameter $\gamma_1=5.0$. Then
\begin{equation}
\frac{m_0}{\mu}=\frac1{0.095}+5.0=15.5,\qquad \mu=0.0644m_0,
\end{equation}
and \eqref{units} gives $a=8.22$ nm and $R=8.76$ meV.

The optical strength comes from the Kane energy $E_P=2|P|^2/m_0=20$ eV, where $P=\langle S|p_x|X\rangle$ joins the $s$-like conduction orbital to a $p$-like valence orbital. By cubic symmetry the four upper states contain equal total weights of the $X$, $Y$ and $Z$ orbitals, namely $4/3$ each. Hence
\begin{equation}
W=\frac43|P|^2=\frac23m_0E_P .
\end{equation}
Inserting \eqref{step} in \eqref{rho} gives $\varepsilon_2=0.74$ at the edge and
\begin{equation}
\alpha(E_g^+)=2.0\times10^4\ \mathrm{cm^{-1}}=2.0\ \mathrm{\mu m^{-1}} .
\end{equation}
One pass through the film absorbs $1-e^{-2.0\times0.5}=63\%$ of the light that enters, with reflection and interference left out.

The first line lies at $1.60-0.0088=1.591$ eV. By \eqref{bound} and \eqref{step} its area is $2R$ times the step, here about 350 eV/cm. Spread over a Gaussian of standard deviation 1 meV, it peaks at $350/(0.001\sqrt{2\pi})=1.4\times10^5$ cm$^{-1}$, seven times the step.

Above the gap the two laws compare as follows.
\begin{center}
\begin{tabular}{cccc}
$E-E_g$ & $S$ & Elliott $\alpha$ & free $\alpha$\\
(meV) & & ($10^4$ cm$^{-1}$) & ($10^4$ cm$^{-1}$)\\
\hline
1 & 18.6 & 2.00 & 0.11\\
10 & 5.9 & 1.99 & 0.34\\
50 & 2.8 & 2.09 & 0.74\\
100 & 2.2 & 2.23 & 1.01
\end{tabular}
\end{center}
Even 100 meV above the gap, more than ten binding energies, the attraction doubles the absorption. The slight dip at 10 meV comes from the factor $1/\omega$ in $\alpha$, which falls by 0.6\% while $g$ rises by only 0.3\%.

This flatness explains the failed gap fit. Since $\alpha\hbar\omega\propto g$, the fitted quantity is $g^2$. In units of the squared step, \eqref{continuum} gives 1.032 at 20 meV and 1.306 at 80 meV; the free law would grow fourfold. A chord through these two points reaches zero at
\begin{equation}
20-60\,\frac{1.032}{1.306-1.032}\approx-206\ \mathrm{meV}
\end{equation}
relative to the gap, and the least-squares line gives $-201$ meV. The size of the error belongs to this window, which lies on the plateau, and to this value of $R$. A tangent drawn instead at the steepest part of an edge broadened by a Gaussian of standard deviation 15 meV meets zero about 25 meV below the gap. When the first line is resolved and $R$ is known independently, $E_g=E_{1s}+R$ avoids the extrapolation, within the hydrogenic model.

\subsection{What a real film changes}

The model's $R$ is close to the rough 10 meV known for CdTe, and a step of order $10^4$ cm$^{-1}$ is of the expected size. The temperature is far below that of use, and the film is thinner than the few micrometres typical of a solar-cell absorber. One doubtful assumption for the step height is static screening. The binding energy is only 0.42 of the 21 meV longitudinal phonon energy, but that ratio is not small enough for the lattice to follow the pair fully. Replacing $\varepsilon=10$ by the high-frequency value 7.1, with the masses held fixed, doubles $R$ to 17 meV and raises the step by 41\%. For $R$ this is a limiting case, but for the step it is close to the correction itself. Model potentials of the Haken and Pollmann--B\"uttner type, which pass from 7.1 inside the polaron radii (4.4 and 3.0 nm) to 10 outside, raise $R$ only to 10.7 and 9.6 meV, yet raise the step by about 40\%. They also flatten the spectrum above the gap, so that the 20--80 meV fit misses by about 0.5 eV. The single hole mass matters too: treating heavy and light holes as separate isotropic bands of equal optical strength raises the step by about 20\%. The predicted height is therefore uncertain by tens of per cent, even with perfect input parameters.

Electric fields alter the shape. A field $R/(ea)=0.011$ MV/cm drops one binding energy across one exciton radius. In a junction field of 0.02 MV/cm, the energy scale $(e^2F^2\hbar^2/2\mu)^{1/3}$ is 13 meV, larger than $R$, and the field-free formula fails near the edge. Ionization sets in well below $R/(ea)$: the field lowers the barrier to the level $-R/n^2$ at $R/(8ean^4)$, which is 0.0013 MV/cm for $n=1$ and 0.00008 MV/cm for $n=2$. At 0.001 MV/cm, where the energy scale is 1.8 meV, the first line is still sharp but the states from $n=2$ upward are ionized; at 0.005 MV/cm the first line is about 3 meV wide.

Broadening hides the lines before it removes the absorption at the gap. For an assumed Gaussian standard deviation of 15 meV, with $E_g$ and $R$ held fixed, the value at the gap is 0.99 of the ideal step. The continuum supplies about 0.50, the first line 0.39 and the higher lines the rest. That the sum is so near one at this width is an accident. A very narrow Gaussian also gives one, because the averaged absorption is continuous at the gap, but a standard deviation equal to $R$ gives 1.14, because the first line then contributes more.

The other effects estimated here matter less for the step height. With $10^{15}$ carriers per cm$^3$ at 300 K the Debye length is 120 nm, and the window of restored square-root absorption is 0.04 meV, hidden by any of the broadenings above. Coupling of the first exciton to light splits its transverse and longitudinal energies by about 0.5 meV, which matters for a line 1 meV wide. Near the edge the scales for nonparabolic bands, $R/E_g$, and for the finite unit cell are each below 1\%, and confinement by the film thickness shifts the exciton by about 0.005 meV. Higher up, the nonparabolic scale grows as $(E-E_g)/E_g$ and reaches 5\% at 80 meV. That can change $\alpha$ by several per cent and move the fitted gap by tens of meV, because the fit depends on the small slope of the step. The numerical output lists most of these estimates with their inputs.

\section*{Computed values}
\begin{verbatim}
CdTe film, rough typical inputs
gap 1.60 eV; Kane energy 20.0 eV
electron mass 0.095 m0; temperature 10 K
Luttinger parameters 5.0, 1.7, 2.0 (no unit)
permittivity static 10.0, high-freq 7.1 (rel.)
refractive index 3.0; film 500 nm
LO phonon 21.0 meV; lattice constant 0.65 nm
valence weight 1.3333 (no unit)
mean hole mass 0.200 m0; reduced mass 0.0644 m0
exciton radius a 8.22 nm
exciton binding R 8.76 meV
1s line position 1.5912 eV
edge imaginary permittivity 0.739 (no unit)
edge absorption 1.997e+04 cm^-1
edge absorption 1.997 um^-1
single-pass absorbed 63.2 %
1s area of alpha 351.9 eV/cm
1s peak, Gaussian sigma 1 meV: 1.404e+05 cm^-1
meV above gap | S | Elliott cm^-1 | free cm^-1
  0.1 | 58.817 | 1.997e+04 | 3.395e+02
  1.0 | 18.600 | 1.996e+04 | 1.073e+03
 10.0 | 5.898 | 1.990e+04 | 3.374e+03
 50.0 | 2.835 | 2.087e+04 | 7.361e+03
100.0 | 2.203 | 2.226e+04 | 1.010e+04
line-fit gap, window 20-80 meV: 1.399 eV
line-fit gap error -201 meV
Neglected effects
R / LO phonon energy 0.417 (no unit)
high-freq screening: R 17.38 meV, edge +40.8 %
separate hole bands: edge +19.5 %
broadened edge/step, sigma 1 meV: 1.000 (no unit)
broadened edge/step, sigma 15 meV: 0.991 (no unit)
kT at 10 K 0.86 meV; at 300 K 25.9 meV
Debye length, 1e+15 cm^-3, 300 K: 120 nm
its threshold window R(a/length)^2 0.0414 meV
ionizing field R/(ea) 0.0107 MV/cm
field energy at 0.001 MV/cm: 1.81 meV
field energy at 0.020 MV/cm: 13.33 meV
1s polariton splitting 0.463 meV
nonparabolicity scale R/gap 0.55 %
cell-size scale (lattice/a)^2 0.63 %
film confinement energy 0.00510 meV
Checks (no unit)
largest relative error of S 1.9e-08
largest relative error, sphere density 9.2e-04
smoothed edge/step: Coulomb 0.994, free 0.021
bound-line average/step, n=20-59: 0.99927
Yukawa length 5a, density/step at D=1e-6: 0.01241
same, density ratio D=4e-6 to 1e-6: 1.9997
Yukawa length 50a, density/step at D=0.05: 1.0000
\end{verbatim}
